# Sudden and slow hard-axis fields on an easy-plane magnetic film

## The problem

A small, thin magnetic element is uniformly magnetized, so its state is one unit vector $\mathbf m=(m_x,m_y,m_z)$ with a total moment $\mu$ of fixed size. The film normal is $z$. In the plane, $x$ is the easy axis and $y$ the hard axis. A field $B$ is applied along $+y$, and the energy is

$$\frac{E}{\mu}=\frac{B_M}{2}m_z^2+\frac{B_K}{2}m_y^2-B\,m_y .$$

The easy-plane field $B_M$ is the cost of tilting out of the film, and $B_K$ is the in-plane anisotropy field. Both are measured from the easy axis, and $B_M>B_K>0$. Without damping the moment obeys

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff},\qquad \mathbf B_{\rm eff}=-\frac{\partial (E/\mu)}{\partial\mathbf m}=(0,\;B-B_Km_y,\;-B_Mm_z).$$

The algebra is in atomic units, where the Bohr magneton is $1/2$ and $\gamma=g/2$. The minus sign appears because an electron's moment is opposite to its spin. All fields are flux densities.

The film starts at rest at $\mathbf m=+\hat{\mathbf x}$.

**(a)** The field is raised very slowly. At what $B$ does the energy minimum that holds the film disappear?

**(b)** The field is switched on instantly instead. Use energy conservation to find the smallest $B$ for which the film can reach the hard-axis saddle.

**(c)** Energy conservation says what is allowed, not what happens. Show that above the field of (b) the film really does cross the plane $m_x=0$.

**(d)** Where is the film after twice the crossing time? Evaluate the results for $B_K=20$ mT, $B_M=1000$ mT, $g=2$ and a pulse of 12 mT.

## Hints

1. For (a), write $\mathbf m=(\cos\varphi,\sin\varphi,0)$ and follow the stationary points as $B$ grows.
2. For (b), the moment has no time to move during the switching. Evaluate the *new* energy at the *old* position.
3. For (c), the conserved energy relates $m_z$ to $m_y$. Draw that curve in the $(m_y,m_z)$ plane and ask whether it leaves the unit disc.
4. For (d), see what the equations of motion do when $m_x$ and time both change sign.

## Solution

### (a) The slow field

In the plane, $E/\mu=\tfrac12B_K\sin^2\varphi-B\sin\varphi$, so

$$\frac{1}{\mu}\frac{dE}{d\varphi}=\cos\varphi\,(B_K\sin\varphi-B).$$

There are stationary points at $\sin\varphi=B/B_K$ and at $\varphi=90^\circ$. The second derivative is $B_K(1-2\sin^2\varphi)+B\sin\varphi$. At the first point it equals $B_K(1-B^2/B_K^2)$, which is positive for $B<B_K$: this is the minimum that holds the film.

To classify the hard-axis point, expand about $\mathbf m=\hat{\mathbf y}$ with $m_y^2=1-m_x^2-m_z^2$ and $m_y\approx1-\tfrac12(m_x^2+m_z^2)$:

$$\frac{E}{\mu}\approx\frac{B_K}{2}-B+\frac{B-B_K}{2}m_x^2+\frac{B_M-B_K+B}{2}m_z^2 .$$

For $0<B<B_K$ the first coefficient is negative and the second positive, so this is a saddle. Minimum and saddle merge at $B=B_K$. A slow field must therefore reach the full anisotropy field. Even then the film merely stands along the hard axis, with no preference for either easy direction.

### (b) The sudden field

Energy is conserved once the field is constant, because the torque is perpendicular to the effective field:

$$\frac{1}{\mu}\frac{dE}{dt}=-\mathbf B_{\rm eff}\cdot\dot{\mathbf m}=\gamma\,\mathbf B_{\rm eff}\cdot(\mathbf m\times\mathbf B_{\rm eff})=0 .$$

At $\mathbf m=\hat{\mathbf x}$ both $m_y$ and $m_z$ vanish, so the starting energy is $E=0$ whatever the field. At the saddle $E/\mu=B_K/2-B$. The saddle is no higher than the start when

$$B\ge\frac{B_K}{2}.$$

The slow film fails at this field because damping, or the adiabatic following of the minimum, keeps it at the bottom of its well. The sudden field leaves the film high on the wall of a displaced well, and the energy of that displacement carries it up the other side.

### (c) The film does cross

Write $\kappa=B_K/B_M$ and $a=B/B_K$. Setting $E=0$ and dividing by $B_M/2$ gives

$$m_z^2=\kappa\,(2a\,m_y-m_y^2).$$

This is an ellipse in the $(m_y,m_z)$ plane, running from $m_y=0$ to $m_y=2a$. The motion must also stay on the unit sphere, $m_x^2=1-\rho^2$, where

$$\rho^2=m_y^2+m_z^2=(1-\kappa)m_y^2+2a\kappa\,m_y .$$

The plane $m_x=0$ is the rim $\rho=1$. The slope

$$\frac{d\rho^2}{dm_y}=2(1-\kappa)m_y+2a\kappa$$

is linear in $m_y$. It equals $2a\kappa$ at $m_y=0$ and $2a(2-\kappa)$ at $m_y=2a$. Both are positive for $\kappa<2$, so $\rho^2$ grows all along the arc and is largest at its end, where $m_z=0$ and $\rho^2=4a^2$. The arc passes beyond the rim if and only if $2a>1$.

It remains to check that the film travels along the arc. The components of the equation of motion are

$$\dot m_x=\gamma m_z[B+(B_M-B_K)m_y],$$
$$\dot m_y=-\gamma B_Mm_xm_z,\qquad \dot m_z=-\gamma m_x(B-B_Km_y).$$

At the start $\dot m_z=-\gamma B<0$, so $m_z$ becomes negative. Then $\dot m_y>0$, and $m_y$ keeps growing until either $m_z$ or $m_x$ vanishes. This gives three cases.

- For $B<B_K/2$, $m_z$ vanishes first. The film turns back at $m_y=2B/B_K$. At $B=0.45B_K$ the integrated motion turns at $m_y=0.90000$, as it should.
- For $B=B_K/2$, the arc ends at the saddle itself. That is an equilibrium, so the film needs infinite time to reach it.
- For $B>B_K/2$, $m_x$ vanishes first, while $m_z$ is still negative. The bracket in $\dot m_x$ equals $\tfrac12B_M\,d\rho^2/dm_y>0$, so $\dot m_x<0$ and the film goes through.

The undamped threshold is thus $B_K/2$, independent of $B_M$. Direct integration gives $0.50000\,B_K$ for $B_M/B_K=50$, 5 and 0.6.

The last value lies outside the assumed $B_M>B_K$ but still has $\kappa<2$. For $\kappa>2$ the result fails: $\rho^2$ then peaks before the end of the arc, at $m_y=a\kappa/(\kappa-1)$, with height $a^2\kappa^2/(\kappa-1)$. Setting this to one gives the lower threshold $B_K\sqrt{\kappa-1}/\kappa$, and the film escapes over a pass outside the film plane. At $\kappa=2.5$ formula and integration both give $0.48990\,B_K$.

### (d) After the crossing, and the numbers

Let the crossing happen at time $T$. The equations of motion are unchanged if $m_x\to-m_x$ and $t\to-t$ together: in the first equation both signs act on the left side, and in the other two one sign acts on each side. Hence

$$\big(-m_x(2T-t),\;m_y(2T-t),\;m_z(2T-t)\big)$$

is also a solution. It coincides with the actual one at $t=T$, where $m_x=0$, so the two are the same motion. Putting $t=2T$ gives $\mathbf m(2T)=-\hat{\mathbf x}$. If the field is removed instantly at that moment, the film is at rest in the opposite minimum. If the field stays on, the film continues round the other half of the ellipse and returns to $+\hat{\mathbf x}$.

The time follows from $\dot m_y$. With $y=m_y$ and $y_e$ its value at the rim,

$$T=\int_0^{y_e}\frac{dy}{\gamma B_M\,m_x|m_z|}.$$

Both factors below the line have zeros at the ends of the range. For $\kappa<1$ factor them as

$$m_z^2=\kappa y(2a-y),\qquad m_x^2=(1-\kappa)(y_e-y)(y+y_o),$$

where $y_o=1/[(1-\kappa)y_e]$ follows from the product of the roots of $\rho^2=1$. Substituting $y=y_e\sin^2\theta$ gives $dy=2y_e\sin\theta\cos\theta\,d\theta$, while $\sqrt{y(y_e-y)}=y_e\sin\theta\cos\theta$. The zeros cancel, and since $B_M\sqrt\kappa=\sqrt{B_MB_K}$,

$$T=\frac{2}{\gamma\sqrt{B_MB_K(1-\kappa)}}\int_0^{\pi/2}\frac{d\theta}{\sqrt{(2a-y)(y+y_o)}} .$$

As $B\to B_K/2$ from above, $2a-y_e\to0$. The integrand then grows as the inverse distance from $\theta=\pi/2$, and $T$ diverges logarithmically.

For the example, the static threshold is 20 mT and the sudden one is $20/2=10$ mT, or $4.254\times10^{-8}$ atomic units. The 12 mT pulse has $a=12/20=0.6$. The integral gives $T=138.4$ ps, so a pulse of $2T=276.9$ ps reverses the undamped film.

Energies need the size of the element. Take an elliptic plate of $100\times80\times4$ nm (two full axes and the thickness) with saturation magnetization $M_s$ given by $\mu_0M_s=1$ T. Its volume $V$ is $\pi/4$ times the product of the three lengths, and its moment is $\mu=M_sV$. The zero-field barrier $\mu B_K/2$ is then 1.248 eV. During the pulse the saddle lies at

$$\mu\left(\frac{B_K}{2}-B\right)=\frac{\mu B_K}{2}(1-2a)=1.248\times(1-1.2)=-0.250\ \text{eV}$$

relative to the starting energy.

## Variation 1: a film that is already tilted

*A field $B_1<B_K$ along $y$ has acted long enough for the film to relax. The total field then jumps to $B$. What $B$ is needed? What if the field is raised in $N$ equal steps, with relaxation after each?*

The film starts at rest at $m_y=s_0=B_1/B_K$. Equating the energy to its value just after the jump gives

$$m_z^2=\kappa\,[2a(m_y-s_0)-(m_y^2-s_0^2)]=\kappa\,(m_y-s_0)(2a-s_0-m_y).$$

The arc now ends at $m_y=2a-s_0$. For $\kappa<1$, $\rho^2$ is a convex function of $m_y$, so its largest value lies at an end of the arc. The starting end is inside the rim, and the far end is outside when $2a-s_0>1$. Hence

$$B>\frac{B_K}{2}(1+s_0)=\frac{B_K+B_1}{2}.$$

The jump must cover half of the remaining distance to $B_K$. The first inequality holds for any in-plane start at rest: with $s_0=0.3$ and $-0.3$ the integrated thresholds are $0.65000\,B_K$ and $0.35000\,B_K$.

For $N$ equal steps to a final field $B$, step $k$ starts from $(k-1)B/N$ and ends at $kB/N$. It succeeds if

$$\frac{2kB}{N}>B_K+\frac{(k-1)B}{N}\quad\Longrightarrow\quad B>\frac{N}{k+1}B_K .$$

The last step, $k=N$, has the weakest requirement, so the threshold is $B_K\,N/(N+1)$. One step gives $B_K/2$, two give $2B_K/3$, and many small steps approach the static value $B_K$.

## Variation 2: weak damping

*Add Gilbert damping $\alpha\ll1$ to a film with $B_M\gg B_K$. How far does the sudden threshold move, to first order in $\alpha$?*

The damped equation is

$$\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}\left[\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B_{\rm eff})\right].$$

Only the second term changes the energy. Since $\mathbf B_{\rm eff}\cdot[\mathbf m\times(\mathbf m\times\mathbf B_{\rm eff})]=-|\mathbf m\times\mathbf B_{\rm eff}|^2$,

$$\frac1\mu\frac{dE}{dt}=-\frac{\alpha\gamma}{1+\alpha^2}|\mathbf m\times\mathbf B_{\rm eff}|^2\approx-\alpha\gamma B_M^2m_z^2 .$$

The last form keeps the leading term for $\kappa\ll1$: the ellipse gives $B_M|m_z|\sim\sqrt{B_MB_K}$, which is much larger than $B_K$. In the same limit $\dot\varphi=-\gamma B_Mm_z$, so $\gamma B_M|m_z|\,dt=d\varphi$. To first order the loss may be evaluated on the undamped threshold orbit, $a=1/2$, where $B_M|m_z|=\sqrt{B_MB_K\,s(1-s)}$ with $s=\sin\varphi$. The energy lost per moment is

$$\alpha\sqrt{B_MB_K}\int_0^{\pi/2}\!\sqrt{s(1-s)}\,d\varphi=\alpha\sqrt{B_MB_K}\int_0^1\!\sqrt{\frac{s}{1+s}}\,ds,$$

using $d\varphi=ds/\sqrt{(1-s)(1+s)}$. With $s=\sinh^2u$ the integral becomes $\int2\sinh^2u\,du=\sinh u\cosh u-u$, taken up to $\sinh u=1$. Its value is $\sqrt2-\operatorname{arsinh}1=0.53284$. The drop from start to saddle, $B-B_K/2$, must pay for this loss:

$$B_c=\frac{B_K}{2}+0.533\,\alpha\sqrt{B_MB_K}.$$

Relative to $B_K$ the shift is $0.533\,\alpha\sqrt{B_M/B_K}$, so a strong easy plane amplifies a small $\alpha$. The formula holds only while this relative shift is small, which is a stricter condition than $\alpha\ll1$. For $\alpha=0.01$ the example gives $10+0.533\times0.01\times\sqrt{1000\times20}=10.75$ mT; integration of the damped equation gives 10.77 mT.

The 12 mT pulse therefore still works, but less cleanly. After 276.9 ps the damped film is at $\mathbf m=(-0.92,\,0.39,\,-0.05)$, and its energy after switch-off is 0.30 of the barrier. Damping can only lower that energy while the field is off, so the film cannot return over the barrier. It rings down to $-\hat{\mathbf x}$.

## The model beside a real element

The parameters are rough, round values for a permalloy-like memory element. In particular, $B_M$ is set to $\mu_0M_s$, its value for an extended film. A plate this small has a lower $B_M$, about 0.84 T from its demagnetizing factors. This leaves the undamped threshold unchanged but alters the times and the damping shift: with $B_K$ kept at 20 mT, $T$ rises from 138 to about 151 ps and the damped threshold falls from 10.77 to about 10.70 mT. Several idealizations move the 10 mT threshold by amounts comparable with the damping shift of 0.77 mT.

**Rise time.** "Sudden" means short compared with the small-swing period at zero field, $2\pi/(\gamma\sqrt{B_MB_K})=252.6$ ps. With damping left out, a linear rise of 50 ps gives a threshold of 10.33 mT, and 100 ps gives 11.33 mT. A rise of 5000 ps gives 19.51 mT, close to the static 20 mT.

**Temperature.** At 300 K the barrier is 48.3 times the thermal energy $k_BT$. Equipartition for small angles, $\mu B_K\langle\varphi^2\rangle=k_BT$, gives a root-mean-square starting angle of $5.83^\circ$. By Variation 1 this spreads the threshold by about $\pm1.0$ mT, so a real element has a switching probability that rises over a range of fields, not a sharp edge. A thermal $m_z$ adds starting energy $\tfrac12\mu B_Mm_z^2$, on average $k_BT/2$, which lowers the threshold by about 0.1 mT.

**Uniform magnetization.** The model lets no part of the plate turn ahead of another. An exchange energy density $A|\nabla\mathbf m|^2$ gives a wave of wavenumber $k$ an exchange field $2Ak^2/M_s$. For a simple estimate, treat the plate as a strip of length $L$ with free ends: its lowest standing wave has $k=\pi/L$. The elliptical outline makes the true $k$ larger, about $3.7/L$. For a rough exchange stiffness $A$ of 13 pJ/m and $L=100$ nm this field is 32 mT for the strip and about 45 mT for the ellipse. That is only about twice $B_K$, so exchange does not clearly enforce uniform motion. The resulting change of threshold would need a spatially resolved calculation.

In the single-vector model, halving the required field thus takes a fast rise and weak damping. Without damping it also demands timing: a pulse that ends at the wrong phase of the orbit can leave the film on its original side. Damping can relax this demand close to the threshold. With $\alpha=0.01$ the film of the example loses enough energy during the 12 mT pulse that it cannot swing back over the saddle while the field is on. The pulse must still be long enough: 100 ps is too short. A stronger field brings the demand for timing back: if 13 mT is left on, the film crosses $m_x=0$ a second time and settles on its original side.

## Numbers as computed

```
INPUTS
anisotropy field B_K = 20.0 mT
easy-plane field B_M = 1000 mT
pulse field = 12.0 mT
damping = 0.010, g = 2.0 (no unit)
plate = 100 x 80 x 4 nm
temperature = 300 K
exchange stiffness = 13.0 pJ/m
UNDAMPED THRESHOLDS, B/B_K (no unit)
B_M/B_K = 50: 0.50000
B_M/B_K = 5: 0.50000
B_M/B_K = 0.6: 0.50000
B_K/B_M = 2.5: dynamics 0.48990, formula 0.48990
start sin(phi0) = -0.3: 0.35000
start sin(phi0) = +0.3: 0.65000
start m_z = -0.05: 0.43750
largest m_y at B/B_K = 0.45: 0.90000
EXAMPLE
sudden threshold = 10.000 mT = 4.254e-08 atomic units
static threshold B_K = 8.509e-08 atomic units
zero-field barrier = 1.248 eV
saddle minus start energy in pulse = -0.250 eV
time to cross m_x = 0: 138.4 ps
pulse length for reversal = 276.9 ps
undamped m_x at pulse end = -1.000000
small-swing period, thin-film limit = 252.6 ps
NEGLECTED EFFECTS
damping coefficient sqrt2 - arsinh1 = 0.53284
weak-damping test, shift/law = 1.0016
damped threshold, dynamics = 10.770 mT
damped threshold, first order = 10.754 mT
damped m at pulse end = -0.9205, 0.3870, -0.0546
its energy after switch-off / barrier = 0.2987
rise 50 ps: undamped threshold = 10.33 mT
rise 100 ps: undamped threshold = 11.33 mT
rise 5000 ps: undamped threshold = 19.51 mT
thermal energy = 0.02585 eV, barrier/kT = 48.3
rms start angle = 5.83 degrees
thermal threshold spread = +-1.02 mT
mean lowering by thermal m_z = 0.104 mT
exchange field of lowest mode = 32.2 mT
```
